# Steady Electromigration Stress in a Blocked Interconnect Tree: test program

```python
"""Steady electromigration stress in a blocked interconnect tree.

Result under test: sigma = K - beta*V, beta = e*Z/Omega,
K = <sigma_start> + beta*<V>, averages weighted by volume/modulus.
sigma: hydrostatic stress, tension positive; V: electrical potential;
Z: magnitude of the negative effective charge number; Omega: atomic volume.
Independent road: time marching of atom conservation on a branched grid,
with wind forces taken from branch currents, not from the potentials.
All material and layout numbers are round model parameters.
"""
import numpy as np
from scipy.constants import e, k
from scipy.linalg import eigh
from scipy.optimize import brentq

OMEGA = 1.2e-29       # m^3
Z = 1.0
RHO = 3.0e-8          # ohm m
TEMP = 600.0          # K
MODULUS = 3.0e10      # Pa
KT = k * TEMP
BETA = e * Z / OMEGA  # Pa/V
CELLS = 20            # grid cells per segment


def make_grid(pairs, n_nodes, length, area, bulk):
    """Links p-q of the grid, their segment, step, and vertex capacity."""
    p, q, seg, new = [], [], [], n_nodes
    for s, (a, b) in enumerate(pairs):
        chain = [a, *range(new, new + CELLS - 1), b]
        new += CELLS - 1
        p += chain[:-1]
        q += chain[1:]
        seg += [s] * CELLS
    p, q, seg = np.array(p), np.array(q), np.array(seg)
    step = length[seg] / CELLS
    half = area[seg] * step / (2 * bulk[seg])
    cap = np.bincount(p, half, new) + np.bincount(q, half, new)
    return p, q, seg, step, half, cap


def laplacian(p, q, cond, n):
    mat = np.zeros((n, n))
    np.add.at(mat, (p, p), cond)
    np.add.at(mat, (q, q), cond)
    np.add.at(mat, (p, q), -cond)
    np.add.at(mat, (q, p), -cond)
    return mat


def march(pairs, n_nodes, length, area, current, beta, bulk, diff,
          start, stress_dependent=True):
    """Implicit time marching; returns history, volume fluxes, grid."""
    grid = make_grid(pairs, n_nodes, length, area, bulk)
    p, q, seg, step, half, cap = grid
    n = len(cap)
    sigma = (np.bincount(p, half * start[seg], n)
             + np.bincount(q, half * start[seg], n)) / cap
    wind = -beta[seg] * RHO * current[seg] / area[seg] * step
    history = [sigma]
    for dt in 100.0 * 1.25 ** np.arange(60):
        d_link = diff[seg].copy()
        if stress_dependent:
            d_link *= np.exp(OMEGA * (sigma[p] + sigma[q]) / (2 * KT))
        cond = OMEGA * area[seg] * d_link / (KT * step)
        rhs = (cap / dt * sigma + np.bincount(p, cond * wind, n)
               - np.bincount(q, cond * wind, n))
        mat = np.diag(cap / dt) + laplacian(p, q, cond, n)
        sigma = np.linalg.solve(mat, rhs)
        history.append(sigma)
    flux = cond * (sigma[q] - sigma[p] + wind)
    return np.array(history), flux, np.max(np.abs(cond * wind)), grid


def cut_currents(pairs, injected):
    """Current a->b in each segment, from charge balance of the cut-off part."""
    result = []
    for s, (a, b) in enumerate(pairs):
        side = {b}
        for _ in pairs:
            for t, (c, d) in enumerate(pairs):
                if t != s and (c in side or d in side):
                    side |= {c, d}
        result.append(-sum(injected[i] for i in side))
    return np.array(result)


def potentials(pairs, length, area, injected):
    """Kirchhoff node potentials with node 0 at zero."""
    a, b = np.array(pairs).T
    mat = laplacian(a, b, area / (RHO * length), len(injected))
    return np.r_[0.0, np.linalg.solve(mat[1:, 1:], injected[1:])]


def steady_formula(pairs, length, area, volt, start, bulk):
    a, b = np.array(pairs).T
    weight = area * length / bulk
    mean_v = np.average((volt[a] + volt[b]) / 2, weights=weight)
    mean_start = np.average(start, weights=weight)
    const = mean_start + BETA * mean_v
    return const - BETA * volt, const, mean_v, mean_start


def slowest_time(pairs, n_nodes, length, area, bulk, diff):
    p, q, seg, step, half, cap = make_grid(pairs, n_nodes, length, area, bulk)
    cond = OMEGA * area[seg] * diff[seg] / (KT * step)
    root = np.sqrt(cap)
    mat = laplacian(p, q, cond, len(cap)) / np.outer(root, root)
    rates = eigh(mat, eigvals_only=True)
    assert abs(rates[0]) < 1e-6 * rates[1]   # one conserved mode
    assert rates[1] > 0                     # all other modes decay
    return 1 / rates[1]


# Model tree: node 0 is the cathode via, segment 0-5 carries no current.
pairs = [(0, 1), (1, 2), (1, 3), (3, 4), (0, 5)]
length = np.array([30, 20, 20, 40, 20]) * 1e-6
width = np.array([0.3, 0.1, 0.2, 0.2, 0.3]) * 1e-6
height = 0.2e-6
area = width * height
injected = np.array([-0.25, 0, 0.10, 0.05, 0.10, 0]) * 1e-3
start = np.array([40, 60, 20, 40, 30]) * 1e6
diff = np.array([1, 2, 1, 3, 1]) * 1e-15
bulk = np.full(5, MODULUS)
beta = np.full(5, BETA)
a_end, b_end = np.array(pairs).T
current = cut_currents(pairs, injected)
volt = potentials(pairs, length, area, injected)
stress, const, mean_v, mean_start = steady_formula(
    pairs, length, area, volt, start, bulk)

# Main test: time marching against the formula, at nodes and inside segments.
hist, flux, wind_scale, grid = march(
    pairs, 6, length, area, current, beta, bulk, diff, start)
final = hist[-1]
p, q, seg, step, half, cap = grid
error_main = np.max(np.abs(final[:6] - stress))
assert error_main < 100.0
drop = (volt[b_end] - volt[a_end])[seg] / CELLS
assert np.max(np.abs(final[q] - final[p] + BETA * drop)) < 100.0
assert np.max(np.abs(flux)) < 1e-6 * wind_scale
content = hist @ cap
assert np.max(np.abs(content / content[0] - 1)) < 1e-6
distance = ((hist - final) ** 2) @ cap
assert np.all(np.diff(distance) <= 1e-9 * distance[0])

# Final stress does not depend on the diffusivities.
other, _, _, _ = march(pairs, 6, length, area, current, beta, bulk,
                       diff[::-1] * 2, start, False)
assert np.max(np.abs(other[-1] - final)) < 100.0

# Unequal moduli: the weight is volume/modulus.
bulk_mixed = np.array([1.0, 0.5, 1.0, 2.0, 0.7]) * MODULUS
mixed, _, _, _ = march(pairs, 6, length, area, current, beta,
                       bulk_mixed, diff, start)
stress_mixed, const_mixed, _, _ = steady_formula(
    pairs, length, area, volt, start, bulk_mixed)
assert np.max(np.abs(mixed[-1][:6] - stress_mixed)) < 100.0
assert abs(const_mixed - const) > 1e5   # the weighting matters here

# Unequal effective charges: zero flux survives, one global line does not.
beta_mixed = BETA * np.array([1, 2, 1, 1, 1])
hist_z, flux_z, scale_z, _ = march(pairs, 6, length, area, current,
                                   beta_mixed, bulk, diff, start)
sz = hist_z[-1][:6]
assert np.max(np.abs(flux_z)) < 1e-6 * scale_z
dv = volt[b_end] - volt[a_end]
assert np.max(np.abs(sz[b_end] - sz[a_end] + beta_mixed * dv)) < 100.0
assert np.ptp(sz + BETA * volt) > 1e7

# Loop of two parallel segments: circulation only for unequal charges.
loop_pairs = [(0, 1), (0, 1)]
loop_l = np.array([30e-6, 50e-6])
loop_a = np.array([4e-14, 6e-14])
loop_d = np.array([1e-15, 2e-15])
loop_dv = 5e-3
loop_i = -loop_a * loop_dv / (RHO * loop_l)
loop_fluxes = []
for ratio in (1.0, 1.5):
    loop_beta = BETA * np.array([ratio, 1.0])
    _, f, scale, _ = march(loop_pairs, 2, loop_l, loop_a, loop_i, loop_beta,
                           np.full(2, MODULUS), loop_d, np.zeros(2), False)
    resist = np.sum(loop_l * KT / (loop_a * loop_d))
    predicted = OMEGA * (loop_beta[0] - loop_beta[1]) * loop_dv / resist
    assert np.max(np.abs(f[:CELLS] - predicted)) < 1e-5 * scale
    assert np.max(np.abs(f[CELLS:] + predicted)) < 1e-5 * scale
    loop_fluxes.append(f[0])

# Single line: peak tension and slowest relaxation time.
one = np.ones(1)
line_l, line_a, line_j = 50e-6, 4e-14, 4e9
line, _, _, _ = march([(0, 1)], 2, line_l * one, line_a * one,
                      -line_j * line_a * one, BETA * one, MODULUS * one,
                      1e-15 * one, 0 * one)
line_peak = BETA * RHO * line_j * line_l / 2
assert abs(line[-1][0] - line_peak) < 100.0
assert abs(line[-1][1] + line_peak) < 100.0
kappa = 1e-15 * MODULUS * OMEGA / KT
line_time = slowest_time([(0, 1)], 2, line_l * one, line_a * one,
                         MODULUS * one, 1e-15 * one)
assert abs(line_time / (line_l**2 / (np.pi**2 * kappa)) - 1) < 0.01
tree_time = slowest_time(pairs, 6, length, area, bulk, diff)

# Currentless stub at the cathode: reduction of the electromigration peak.
with_stub, _, _, _ = march(pairs, 6, length, area, current, beta, bulk,
                           diff, np.zeros(5))
no_stub, _, _, _ = march(pairs[:4], 5, length[:4], area[:4], current[:4],
                         beta[:4], bulk[:4], diff[:4], np.zeros(4))
volume = area * length
stub_factor = volume[:4].sum() / volume.sum()
peak_with, peak_without = with_stub[-1][0], no_stub[-1][0]
assert abs(peak_with / peak_without - stub_factor) < 1e-5

# Current factor that brings the peak to a chosen stress limit.
limit = 200e6
factor = (limit - mean_start) / (stress[0] - mean_start)
scaled, _, _, _ = march(pairs, 6, length, area, factor * current, beta,
                        bulk, diff, start)
assert abs(scaled[-1].max() - limit) < 200.0

# Exponential compression law: shift of the constant.
x, w = np.polynomial.legendre.leggauss(12)
v_in = volt[a_end][:, None] + dv[:, None] * (x + 1) / 2
w_in = volume[:, None] * w / 2 / volume.sum()
target = np.average(np.exp(-start / MODULUS), weights=volume)
exact_const = brentq(
    lambda c: np.sum(w_in * np.exp(-(c - BETA * v_in) / MODULUS)) - target,
    const - 1e7, const + 1e7, xtol=1e-3)
s_in = const - BETA * v_in
var_end = np.sum(w_in * (s_in - np.sum(w_in * s_in)) ** 2)
var_start = np.average((start - mean_start) ** 2, weights=volume)
shift_exact = exact_const - const
shift_series = (var_end - var_start) / (2 * MODULUS)
assert abs(shift_exact - shift_series) < 0.01 * var_end / (2 * MODULUS)

print(f"atomic volume = {OMEGA:.2e} m^3; Z = {Z:.1f}; T = {TEMP:.0f} K")
print(f"resistivity = {RHO:.1e} ohm m; modulus B = {MODULUS/1e9:.0f} GPa")
print(f"metal height = {height*1e6:.1f} um")
print(f"beta = {BETA/1e9:.3f} MPa/mV")
for s, (a, b) in enumerate(pairs):
    print(f"segment {a}-{b}: L = {length[s]*1e6:.0f} um, "
          f"width = {width[s]*1e6:.1f} um, "
          f"start stress = {start[s]/1e6:.0f} MPa")
    print(f"  current {a}->{b} = {current[s]*1e3 + 0.0:.2f} mA, "
          f"volume = {volume[s]*1e18:.2f} um^3, "
          f"D = {diff[s]:.0e} m^2/s")
for i in range(6):
    print(f"node {i}: injected = {injected[i]*1e3:.2f} mA, "
          f"V = {volt[i]*1e3:.3f} mV")
    print(f"  stress: formula {stress[i]/1e6:.3f} MPa, "
          f"marched {final[i]/1e6:.3f} MPa")
print(f"total metal volume = {volume.sum()*1e18:.2f} um^3")
print(f"volume mean of V = {mean_v*1e3:.4f} mV")
print(f"volume mean of start stress = {mean_start/1e6:.3f} MPa")
print(f"constant K (V=0 at node 0) = {const/1e6:.3f} MPa")
print(f"largest node difference, march-formula = {error_main:.1e} Pa")
print(f"K with unequal moduli = {const_mixed/1e6:.3f} MPa")
print(f"peak from zero start, with stub = {peak_with/1e6:.3f} MPa")
print(f"peak from zero start, no stub = {peak_without/1e6:.3f} MPa")
print(f"stub volume factor W/(W+v) = {stub_factor:.4f}")
print(f"chosen stress limit = {limit/1e6:.0f} MPa")
print(f"current factor reaching the limit = {factor:.3f}")
print(f"slowest tree relaxation, stress-free D = {tree_time/3600:.1f} h")
print(f"single line: L = {line_l*1e6:.0f} um, j = {line_j:.1e} A/m^2, "
      f"peak = {line_peak/1e6:.2f} MPa")
print(f"loop flux, charge ratio 1.5 = {loop_fluxes[1]*1e27:.2f} nm^3/s")
print(f"loop flux, equal charges = {abs(loop_fluxes[0])*1e27:.1e} nm^3/s")
print(f"K shift, exponential law = {shift_exact/1e3:.2f} kPa")
print(f"K shift, variance formula = {shift_series/1e3:.2f} kPa")
print("checks complete")
```

It prints:

```
atomic volume = 1.20e-29 m^3; Z = 1.0; T = 600 K
resistivity = 3.0e-08 ohm m; modulus B = 30 GPa
metal height = 0.2 um
beta = 13.351 MPa/mV
segment 0-1: L = 30 um, width = 0.3 um, start stress = 40 MPa
  current 0->1 = -0.25 mA, volume = 1.80 um^3, D = 1e-15 m^2/s
segment 1-2: L = 20 um, width = 0.1 um, start stress = 60 MPa
  current 1->2 = -0.10 mA, volume = 0.40 um^3, D = 2e-15 m^2/s
segment 1-3: L = 20 um, width = 0.2 um, start stress = 20 MPa
  current 1->3 = -0.15 mA, volume = 0.80 um^3, D = 1e-15 m^2/s
segment 3-4: L = 40 um, width = 0.2 um, start stress = 40 MPa
  current 3->4 = -0.10 mA, volume = 1.60 um^3, D = 3e-15 m^2/s
segment 0-5: L = 20 um, width = 0.3 um, start stress = 30 MPa
  current 0->5 = 0.00 mA, volume = 1.20 um^3, D = 1e-15 m^2/s
node 0: injected = -0.25 mA, V = 0.000 mV
  stress: formula 85.757 MPa, marched 85.757 MPa
node 1: injected = 0.00 mA, V = 3.750 mV
  stress: formula 35.688 MPa, marched 35.688 MPa
node 2: injected = 0.10 mA, V = 6.750 mV
  stress: formula -4.366 MPa, marched -4.366 MPa
node 3: injected = 0.05 mA, V = 6.000 mV
  stress: formula 5.648 MPa, marched 5.648 MPa
node 4: injected = 0.10 mA, V = 9.000 mV
  stress: formula -34.407 MPa, marched -34.407 MPa
node 5: injected = 0.00 mA, V = 0.000 mV
  stress: formula 85.757 MPa, marched 85.757 MPa
total metal volume = 5.80 um^3
volume mean of V = 3.6853 mV
volume mean of start stress = 36.552 MPa
constant K (V=0 at node 0) = 85.757 MPa
largest node difference, march-formula = 4.5e-03 Pa
K with unequal moduli = 76.551 MPa
peak from zero start, with stub = 49.205 MPa
peak from zero start, no stub = 62.041 MPa
stub volume factor W/(W+v) = 0.7931
chosen stress limit = 200 MPa
current factor reaching the limit = 3.322
slowest tree relaxation, stress-free D = 6.8 h
single line: L = 50 um, j = 4.0e+09 A/m^2, peak = 40.05 MPa
loop flux, charge ratio 1.5 = 41.44 nm^3/s
loop flux, equal charges = 5.6e-13 nm^3/s
K shift, exponential law = 24.88 kPa
K shift, variance formula = 24.87 kPa
checks complete
```
